# How a Graphene Source Sharpens Subthreshold Switching, and Where It Stops, part 2

An n-type transistor is switched by a barrier with top $\Phi$ in its channel; source electrons with energy above $\Phi$ reach the drain. The subthreshold swing $S$ is the change of gate voltage $V_G$ that changes the current $I$ tenfold, given in mV per decade. A p-doped graphene source is compared with a "constant source", whose mode count $M(E)$ (injecting channels per spin at energy $E$) is constant.

Energies are measured from the source Fermi level, $E_F=0$, and the Dirac point lies at $E_D>0$. $T$ is the temperature, $k$ Boltzmann's constant, $q>0$ the elementary charge, $h=2\pi\hbar$ Planck's constant, $v$ the Fermi velocity of graphene and $W$ the source width.

In the ideal model the gate moves the barrier one for one, $d\Phi=-q\,dV_G$, and leaves the graphene unchanged. The source limits the number of injecting channels, and electrons above the barrier are transmitted with constant probability $\mathcal T$. They do not scatter between the graphene edge and the drain, and the drain sends none back.

Part (a) found, for the two valleys of graphene,

$$M(E)=\frac{2W}{\pi\hbar v}\,|E-E_D| .$$

Part (b) found, for any $M(E)$,

$$I(\Phi)=\frac{2q}{h}\,\mathcal T\int_\Phi^\infty M(E)f(E)\,dE,\qquad f(E)=\frac{1}{1+e^{E/kT}} ,$$

$$S=-\frac{\ln10}{q}\,\frac{I}{dI/d\Phi}=\frac{\ln 10}{q}\;\frac{\int_\Phi^\infty M f\,dE}{M(\Phi)f(\Phi)} .$$

For a barrier several $kT$ above the Fermi level, $f\simeq e^{-E/kT}$ (Boltzmann occupation), and the constant source has the thermal swing

$$S_0=\frac{kT}{q}\ln 10 .$$

Part (c) defined

$$F(E)=\int_E^\infty f(E')\,dE'=kT\ln\!\left(1+e^{-E/kT}\right),\qquad F'(E)=-f(E).$$

With Fermi occupation the constant source has the swing $(\ln10/q)\,F(\Phi)/f(\Phi)$. A source is sharper than the constant one at the same barrier and temperature if and only if

$$\int_\Phi^\infty M'(E)F(E)\,dE<0 .$$

### (d) Evaluate the graphene current and its swing for Boltzmann occupation, with the barrier below and above the Dirac point.

**Solution.** Measure the distance from the barrier top up to the Dirac point in thermal units,

$$u=\frac{E_D-\Phi}{kT},$$

and set $E=\Phi+kT\,x$. Then $|E-E_D|=kT\,|x-u|$, $dE=kT\,dx$, and

$$\int_\Phi^\infty|E-E_D|\,e^{-E/kT}dE=(kT)^2e^{-\Phi/kT}\,h(u),\qquad h(u)=\int_0^\infty|x-u|\,e^{-x}dx .$$

The function $h(u)$, written with its argument, is not to be confused with Planck's constant $h$.

For $u\ge0$ the barrier is below the Dirac point and the integral has two pieces. The lower cone gives

$$\int_0^u(u-x)e^{-x}dx=u\left(1-e^{-u}\right)-\left[1-(1+u)e^{-u}\right]=u-1+e^{-u}.$$

The upper cone gives, with $y=x-u$,

$$\int_u^\infty(x-u)e^{-x}dx=e^{-u}\int_0^\infty y\,e^{-y}dy=e^{-u}.$$

For $u<0$ the whole integral comes from the upper cone, $\int_0^\infty(x-u)e^{-x}dx=1-u$. Together,

$$h(u)=\begin{cases}u-1+2e^{-u},&u\ge0,\\[2pt]1-u,&u<0,\end{cases}$$

and both forms give $h(0)=1$. The current per width is

$$\frac{I}{W}=\frac{2q}{h}\,\mathcal T\,\frac{2}{\pi\hbar v}\,(kT)^2\,e^{-\Phi/kT}\,h(u).$$

In the swing formula of part (b) the numerator is proportional to $(kT)^2e^{-\Phi/kT}h(u)$ and the denominator to $kT\,|u|\,e^{-\Phi/kT}$, with the same factor of proportionality. Hence

$$\frac{S}{S_0}=\frac{h(u)}{|u|}=\begin{cases}1-\dfrac{1-2e^{-u}}{u},&u>0,\\[8pt]1+\dfrac{1}{|u|},&u<0.\end{cases}$$

At $u=0$ the swing diverges. No electron is injected at the barrier top, so a small shift of the barrier removes none, while the upper cone still carries current.

### (e) For which barriers is graphene sharper than the constant source, and what is the best swing?

**Solution.** For $u<0$ the ratio exceeds one. For $u>0$ it is below one when $1-2e^{-u}>0$, that is, when

$$u>\ln2,\qquad\text{or}\qquad \Phi<E_D-kT\ln 2 .$$

The advantage thus ends slightly before the barrier reaches the Dirac point.

The best swing maximizes $g(u)=(1-2e^{-u})/u$. Its derivative is

$$g'(u)=\frac{2u\,e^{-u}-1+2e^{-u}}{u^2}=\frac{2(1+u)e^{-u}-1}{u^2}.$$

The numerator has derivative $-2u\,e^{-u}<0$; it falls from $1$ at $u=0$ towards $-1$ at large $u$. It therefore has a single zero $u_*$, which is the maximum of $g$:

$$2(1+u_*)e^{-u_*}=1 .$$

With $y=1+u_*$ this reads $2y\,e^{1-y}=1$, or $(-y)e^{-y}=-1/(2e)$. The Lambert function $W_{\rm L}$ solves $W_{\rm L}e^{W_{\rm L}}=z$. Since $y>1$, its lower branch applies:

$$1+u_*=-W_{{\rm L},-1}\!\left(-\frac{1}{2e}\right)=2.678,\qquad u_*=1.678 .$$

At this point $2e^{-u_*}=1/(1+u_*)$, so

$$g(u_*)=\frac{1}{u_*}\left(1-\frac{1}{1+u_*}\right)=\frac{1}{1+u_*},\qquad \frac{S_{\min}}{S_0}=1-\frac{1}{1+u_*}=0.627 .$$

Within the ideal model and Boltzmann occupation, this ratio contains neither the doping, nor the Fermi velocity, nor the temperature. This needs the Dirac point many $kT$ above the Fermi level; for weak doping the optimum lies near $E_F$ and the best ratio is larger. Doping sets the barrier at which the optimum occurs. Far below the Dirac point $S/S_0\simeq1-1/u$, and the advantage fades slowly: the relative slope of the mode count, $1/(E_D-\Phi)$, becomes small compared with $1/kT$.

### (f) Put in numbers for $T=300$ K, $E_D=0.25$ eV, $v=10^6$ m/s and $\mathcal T=1$.

**Solution.** Here $kT=25.85$ meV, $S_0=59.53$ mV per decade and $\hbar v=0.6582$ eV nm. At zero temperature the holes fill the cone between the Fermi level and the Dirac point. With two spins and two valleys their density is

$$\frac{4}{(2\pi)^2}\,\pi\left(\frac{E_D}{\hbar v}\right)^2=\frac{E_D^2}{\pi(\hbar v)^2}=\frac{(0.25)^2}{\pi(0.6582)^2}\ {\rm nm^{-2}}=4.59\times10^{12}\ {\rm cm^{-2}} .$$

The best swing is $0.6266\times59.53=37.3$ mV per decade, at the barrier

$$\Phi_*=0.25-1.678\times0.02585=0.2066\ {\rm eV}.$$

The edge of the advantage is at $0.25-0.6931\times0.02585=0.2321$ eV. As an example of a table entry, $\Phi=0.10$ eV gives $u=0.15/0.025852=5.802$ and $h(u)=4.802+2e^{-5.802}=4.808$, so $S=59.53\times4.808/5.802=49.3$ mV per decade.

| $\Phi$ (eV) | $u$ | $S$ (mV/dec) | $I/W$ (µA/µm) |
|---|---|---|---|
| 0.1000 | 5.80 | 49.3 | 5.03 |
| 0.1500 | 3.87 | 44.8 | 0.440 |
| 0.2066 | 1.68 | 37.3 | 0.0178 |
| 0.2321 | 0.693 | 59.5 | 0.00438 |
| 0.3000 | −1.93 | 90.3 | 0.00134 |

The swing improves gradually over the first 0.1 eV, then returns from its best value to the thermal value within 26 meV. Above the Dirac point the device switches less sharply than one with a constant source. The currents hold for perfect transmission; a constant $\mathcal T<1$ scales them all and leaves the swings unchanged.

## Second half: cause, total benefit and losses

The symbols remain as follows. $\Phi$ is the barrier top and $E_D$ the Dirac point, both measured from the source Fermi level; $u=(E_D-\Phi)/kT$; $M(E)$ is the mode count and $f(E)$ the Fermi function. For Boltzmann occupation the graphene current is proportional to $e^{-\Phi/kT}h(u)$, with $h(u)=u-1+2e^{-u}$ for $u\ge0$ and $h(u)=1-u$ for $u<0$. The swing is $S=S_0\,h(u)/|u|$, where $S_0=(kT/q)\ln10=59.53$ mV per decade at 300 K. Graphene beats a constant source for $u>\ln2$. The best ratio is $S/S_0=0.627$, at $u_*=1.678$. In the example, with $E_D=0.25$ eV, this means 37.3 mV per decade at $\Phi_*=0.2066$ eV.

### (g) Is the sharpening really due to the falling mode count? Change the source, or what limits the current, at the fixed barrier $\Phi_*$.

**Solution.** Three changes separate the causes.

First, remove the upper cone. What remains is the lower-cone integral $u-1+e^{-u}$, while the mode count at the barrier top is unchanged. Hence

$$\frac{S}{S_0}=\frac{u-1+e^{-u}}{u},$$

which gives 30.7 mV per decade at $u_*$. This expression tends to $u/2$ as $u\to0$, so a source with no states above $E_D$ would become ever sharper as the barrier approached $E_D$. The upper cone is what stops graphene from doing so: its Dirac point is a minimum of the mode count, not the end of the spectrum.

Second, dope the graphene n-type, with the Dirac point 0.25 eV below the Fermi level. The mode count now rises throughout the energies above the barrier. The case $u<0$ applies, with $|u|=(0.2066+0.25)/0.02585=17.7$, so $S/S_0=1+1/17.7$ and $S=62.9$ mV per decade. This is worse than the constant source, as the criterion of part (c) requires.

Third, let the channel limit the current in place of the source. The channel's mode count depends on the energy above its own band edge, $M=M_C(E-\Phi)$, and moves with the barrier. With $\epsilon=E-\Phi$,

$$I\propto\int_\Phi^\infty M_C(E-\Phi)e^{-E/kT}dE=e^{-\Phi/kT}\int_0^\infty M_C(\epsilon)e^{-\epsilon/kT}d\epsilon .$$

The last integral does not contain $\Phi$, so $S=S_0$ whatever the shape of $M_C$. The filter works because it stays fixed in energy while the barrier moves past it.

### (h) How much current ratio can graphene gain in total over a constant source?

**Solution.** Let both transistors switch between the same barriers, from $\Phi_{\rm on}$ to a higher $\Phi_{\rm off}$, with equal temperature and gate coupling. The factor $e^{-\Phi/kT}$ is common to both sources. The gain of graphene in decades is therefore

$$G=\log_{10}\frac{h(u_{\rm on})}{h(u_{\rm off})}.$$

For $u>0$, $h'(u)=1-2e^{-u}$ changes sign from negative to positive at $u=\ln2$; for $u<0$, $h'(u)=-1$. The smallest value of $h$ is thus $h(\ln2)=\ln2-1+1=\ln2$, and

$$G\le\log_{10}\frac{h(u_{\rm on})}{\ln2}.$$

Starting from $\Phi_{\rm on}=0.10$ eV, where $h=4.81$, the largest gain is a factor $4.81/0.6931=6.94$, or 0.841 decades. It is reached at $\Phi_{\rm off}=0.2321$ eV. A constant source starting from the same on-current would need $0.841\times59.53=50$ mV more gate swing for the same current ratio.

Since $h(u)\simeq u-1$ for large $u$, the gain grows only logarithmically with the distance between the on-state barrier and the Dirac point. A barrier raised beyond $u=\ln2$ gives back part of what was gained, and once $h(u_{\rm off})$ exceeds $h(u_{\rm on})$ the constant source has the larger current ratio. The small swing at $\Phi_*$ is a local slope and must not be extrapolated over many decades.

### (i) What do Fermi statistics change when the barrier comes close to the Fermi level?

**Solution.** Near $E_F$ the exponential must be replaced by the full Fermi function, and the general formula of part (b) applies:

$$S=\frac{\ln10}{q}\,\frac{\int_\Phi^\infty|E-E_D|f(E)\,dE}{|\Phi-E_D|\,f(\Phi)} .$$

Numerical quadrature gives 37.3 mV per decade at $\Phi_*$, as before, and 49.8 instead of 49.3 at $\Phi=0.10$ eV. For still lower barriers the occupation saturates at one. The current then no longer grows exponentially as the barrier falls, so its relative change per gate voltage is smaller and the swing rises.

A root search for $S=S_0$ shows that the graphene source stays below the thermal value for barriers between 0.030 and 0.232 eV. Across this window the current changes by 4.37 decades, and the mean swing is

$$\frac{232.1-29.8}{4.37}\ {\rm mV/dec}=46.3\ {\rm mV/dec}.$$

This window assumes that the gate still moves the barrier one for one. At low barriers the mobile charge in a real channel screens the gate. For the channel of part (k) without scattering and 1 nm of silicon dioxide, the charge multiplies $S$ by about 1.09 at 0.10 eV and 1.4 at 0.06 eV, so the window begins near 0.09 eV and spans about 3.3 decades.

At the lower end of the ideal window graphene loses to the fixed number $S_0$, not to a constant source at the same barrier. There the constant source also exceeds $S_0$, because

$$\frac{F(\Phi)}{kT\,f(\Phi)}=\left(1+e^{\Phi/kT}\right)\ln\!\left(1+e^{-\Phi/kT}\right)>1 .$$

The inequality follows from $\ln(1+z)>z/(1+z)$ for $z>0$, with $z=e^{-\Phi/kT}$.

### (j) How do a parallel injection path and a spread of the Dirac point weaken the filter?

**Solution.** Suppose that some injection bypasses the filter through a path with constant mode count. Write the total as $M\propto|E-E_D|+d\,kT$, with a number $d\ge0$. The constant part adds $d$ to $h(u)$ in the current and $d$ to $|u|$ at the barrier top. For $u>0$,

$$\frac{S}{S_0}=\frac{u-1+2e^{-u}+d}{u+d}=1-\frac{1-2e^{-u}}{u+d}.$$

The edge stays at $u=\ln2$, but the advantage shrinks. Setting the derivative of the last fraction to zero gives $2e^{-u}(u+d)=1-2e^{-u}$, or $2e^{-u}(u+d+1)=1$. At that point $1-2e^{-u}=(u+d)/(u+d+1)$, and therefore

$$\frac{S_{\min}}{S_0}=1-\frac{1}{u+d+1}.$$

For $d=1$, a path as strong as graphene's own mode count at a distance $kT$ from the Dirac point, the solution is $u=2.105$, and the best swing is 45.0 mV per decade.

Disorder acts similarly. Charged impurities make the local Dirac point vary along the width of the source. Treat the regions as parallel sources with a common Fermi level and a common barrier, and give $E_D$ a Gaussian distribution. This picture needs regions wider than the electron wavelength, about 95 nm at $\Phi_*$, and ignores variation along the current; for smaller charge puddles it is only a rough guide. Each region contributes $h(u)$ to the current and $|u|$ to its slope, with the same prefactors, so

$$\frac{S}{S_0}=\frac{\langle h(u)\rangle}{\langle|u|\rangle},$$

where the brackets average over the distribution. The averages were computed on a grid and the ratio was minimized over the barrier. A standard deviation of 10 meV gives a best swing of 38.2 mV per decade. With 50 meV the best value is 46.9 mV per decade, and the optimum moves down to $\Phi=0.164$ eV. The averaged mode count no longer vanishes at any energy, so the barrier must stay further below the mean Dirac point.

### (k) Does the filter survive scattering in the channel?

**Solution.** Take a channel of length $\ell=20$ nm, mass $m=0.5\,m_e$, two valleys and mobility $\mu=50$ cm²/Vs. Describe transport above the barrier by a forward flux $R(x)$ and a backward flux $B(x)$, which scatter into each other with mean free path $\lambda$:

$$\frac{dR}{dx}=-\frac{R-B}{\lambda},\qquad \frac{dB}{dx}=-\frac{R-B}{\lambda}.$$

Subtracting the equations shows that the net flux $J=R-B$ is constant. The drain returns nothing, $B(\ell)=0$, so

$$B(0)=\frac{J\ell}{\lambda},\qquad R(0)=J\left(1+\frac{\ell}{\lambda}\right).$$

Let $J_G$ be the flux injected by graphene, and $J_C$ the one-way flux of a channel in equilibrium with the source. Assume that returning electrons have a thermal distribution. The graphene edge then absorbs a fraction $\tau$ of them and reflects the rest:

$$R(0)=J_G+(1-\tau)B(0).$$

In equilibrium $R=B=J_C$, which fixes $\tau=J_G/J_C$. Inserting the fluxes gives

$$J\left(1+\frac{\ell}{\lambda}\right)=J_G+\left(1-\frac{J_G}{J_C}\right)\frac{J\ell}{\lambda}.$$

The terms $J\ell/\lambda$ cancel. Division by $J\,J_G$ leaves two resistances in series:

$$\frac1J=\frac1{J_G}+\frac{\ell}{\lambda J_C}.$$

As $\Phi$ rises, the first term grows with the graphene slope and the second with the thermal slope, by part (g). If $s$ is the share of the first term in the sum, and $S_G$ the ideal graphene swing, differentiation of $-\ln J=\ln(1/J)$ gives

$$\frac{S_0}{S}=s\,\frac{S_0}{S_G}+(1-s).$$

The share needs $\lambda$ and $J_C/J_G$. In a thermal population the mean forward speed of the forward-moving half is

$$v_T=\sqrt{\frac{2kT}{\pi m}}=7.61\times10^4\ {\rm m/s}.$$

The density is $n=(R+B)/v_T$. Adding the two flux equations gives $dn/dx=-2J/(\lambda v_T)$, so the diffusion constant is $\lambda v_T/2$. The Einstein relation equates it to $\mu kT/q$:

$$\lambda=\frac{2\mu kT}{q\,v_T}=\frac{2\times(50\times10^{-4})\times0.02585}{7.61\times10^4}\ {\rm m}=3.40\ {\rm nm}.$$

Graphene and channel both have $2W/\pi$ times their largest transverse wavevector as mode count. In the channel that wavevector is $\sqrt{2m\epsilon}/\hbar$, and $\int_0^\infty\sqrt\epsilon\,e^{-\epsilon/kT}d\epsilon=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$. Hence

$$\frac{J_C}{J_G}=\frac{\sqrt{2m}\,\tfrac{\sqrt\pi}{2}(kT)^{3/2}/\hbar}{(kT)^2h(u)/\hbar v}=\frac{v}{h(u)}\sqrt{\frac{\pi m}{2kT}}=\frac{v}{v_T\,h(u)} .$$

At $\Phi_*$, $h(u_*)=0.678+1/2.678=1.052$, and the ratio is 12.5. The second resistance is then $(20/3.40)/12.5=0.471$ times the first, so $s=1/1.471=0.680$. It follows that

$$\frac{S_0}{S}=\frac{0.680}{0.627}+0.320=1.405,\qquad S=42.4\ {\rm mV/dec}.$$

The current falls to $0.680\times0.0178=0.0121$ µA/µm. Minimizing over the barrier gives 42.2 mV per decade at 0.2105 eV. These values rest on the thermal distribution assumed for the returning electrons. Purely elastic scattering with the same mean free path would treat each energy separately and give a somewhat larger swing.

The filter survives here because the channel has many more modes than graphene near its Dirac point, so injection remains the larger resistance. This requires the barrier to begin at the graphene edge. If electrons first come to thermal equilibrium with the source in a stretch of channel lying many $kT$ below the barrier top, and then meet the barrier, the flux over it is set by channel modes, and the swing returns to nearly $S_0$, as in part (g).

### (l) Which other effects matter for these numbers, and how does the model stand beside a real device?

**Solution.** Each effect below is added alone to the ideal model.

- *Channel modes.* If transverse momentum is conserved, the usable wavevectors are limited by the smaller of the graphene and channel values. Numerical integration with Fermi occupation gives 37.5 instead of 37.3 mV per decade at $\Phi_*$, and 50.5 instead of 49.8 at 0.10 eV.
- *Tunnelling.* For a rectangular barrier 20 nm long, with transmission $\exp[-2\ell\sqrt{2m(\Phi-E)}/\hbar]$ below its top, the tunnelling current at $\Phi_*$ is 0.6% of the current over the barrier. With full transmission kept above the top, the swing stays at 37.3 mV per decade. An abrupt barrier also reflects electrons just above its top. If the transmission there grows as $\sqrt{E-\Phi}$, the best swing rises to about 40 mV per decade and the edge of the advantage moves from $u=0.69$ to $u=1.18$.
- *Interface traps.* Traps of density $D_{it}$ per area and energy divide the gate voltage and multiply $S$ by $1+q^2D_{it}/C_{ox}$. For $10^{12}$ cm⁻²eV⁻¹ and an oxide capacitance $C_{ox}$ equal to that of 1 nm of silicon dioxide, the factor is 1.046, and the best swing becomes 39.0 mV per decade.
- *Band curvature.* A count of transverse wavevectors in the nearest-neighbour tight-binding band, for transport along the armchair direction and with the same $v$, differs from the cone by 0.07% at 0.25 eV from the Dirac point.
- *Drain.* At a drain voltage of 0.5 V, back-injection is $e^{-qV_D/kT}=4\times10^{-9}$ of the forward current.
- *Temperature.* At 360 K the ratio 0.627 remains, but $S_0$ is 71.4 mV per decade. The best swing is 44.8 mV per decade, at 0.198 eV.

The parameters are rough values for a monolayer MoS₂ channel fed by moderately p-doped graphene. The mass, mobility and doping are of typical size; perfect contact transmission is optimistic. Real devices break the assumptions of a uniform Dirac point and of collision-free transport. In this model a 50 meV spread, a rough value for graphene on an oxide, moves the best swing from 37.3 to 46.9 mV per decade, and channel scattering moves the value at $\Phi_*$ to 42.4. These shifts were found separately, and their joint effect was not calculated. At barriers of about 0.1 eV and below, the mobile channel charge weakens the gate coupling more than the traps do, as noted in part (i). Two further effects are not sized. A contact barrier that the gate cannot lower would add its own tunnelling step, and mismatch between the graphene and channel valleys could make the transmission depend on energy. If the gate also shifts the graphene, the Dirac point moves during switching, and the one-parameter formula in $u$ no longer gives the swing by itself.

Within these limits a design rule follows. The barrier should sweep the range below $E_D-kT\ln2$ (a limit lower by a fraction of $kT$ if the Dirac point varies along the source, or if the transmission falls towards the barrier top) and start at the graphene edge, and the off-state current should be reached before the barrier gets to the Dirac point. In the ideal example the current at $\Phi=E_D-kT\ln2$ is about 4 nA/µm. A higher barrier lowers the current further, but with a swing above the thermal value. At fixed temperature and transmission, reaching a lower off-current while the swing is still below thermal requires a higher Dirac point, that is, stronger p-doping.
